# Energy released at the side edges of a straight-sided film buckle

**Q.** A compressed film has come off its substrate along a long strip and bulged upward. How much energy is released when the strip widens? I would say it is the energy stored in the film that comes loose.

**A.** That gives the right scale when the stress is well above the buckling stress, but it leaves out what happens to the strip that was already loose. Let $x$ run along the strip, $y$ across it and $z$ upward. The film has thickness $h$, Young modulus $E$ and Poisson ratio $\nu$, and is loose for $|y|<b$. Before buckling it carries the same compressive stress $s>0$ in both in-plane directions. I count compression as positive in $s$ and extension as positive in strains.

The film is linear elastic, isotropic and thin, with small slopes. The substrate is rigid, so the loose part is clamped at $y=\pm b$. The shape is the same at every $x$, and the film does not touch the substrate between the edges. No quantum constant enters, so the algebra reads the same in atomic units.

**Q.** The film is stressed in two directions. Why should a problem in $y$ alone be enough?

**A.** Because the strain along $x$ cannot change. The strip is long, uniform in $x$ and held at both sides by bonded film. With
$$E'=\frac{E}{1-\nu^2},$$
the energy per volume of a thin film is
$$W=\frac{E'}{2}\left(\epsilon_x^2+\epsilon_y^2+2\nu\epsilon_x\epsilon_y\right).$$
Before buckling $\epsilon_x=\epsilon_y=e_0=-(1-\nu)s/E$. This gives the stress $E'(1+\nu)e_0=-s$, as it should. Now add an extra strain $\epsilon$ in the $y$ direction only:
$$\Delta W=E'(1+\nu)e_0\,\epsilon+\frac{E'}{2}\epsilon^2=-s\epsilon+\frac{E'}{2}\epsilon^2 .$$
The first term is negative because extension relieves compression.

The stress along the strip does not vanish. It falls from $s$ to $s-E'\nu\epsilon$, and this remaining compression matters when we ask whether the buckle stays straight.

**Q.** And the bulge itself?

**A.** Let $v(y)$ be the midplane displacement across the strip, measured from the flat stressed state, and $w(y)$ the upward deflection. A sloping element is longer than its projection by the fraction $w'^2/2$ to leading order, so the extra midplane strain is
$$\epsilon=v'+\tfrac12 w'^2 .$$
At height $z$ above the midplane, bending adds $-zw''$. Terms linear in $z$ cancel on integration through the thickness. The quadratic term gives
$$\int_{-h/2}^{h/2}\frac{E'}{2}z^2w''^2\,dz=\frac{D}{2}w''^2,\qquad D=\frac{E'h^3}{12}.$$
The energy per length of strip, relative to the flat film, is therefore
$$U=\int_{-b}^{b}\left[h\left(-s\epsilon+\frac{E'}{2}\epsilon^2\right)+\frac{D}{2}w''^2\right]dy .$$
The clamped edges require $v=w=w'=0$ at $y=\pm b$.

**Q.** You are not going to assume a cosine, I hope.

**A.** No, it follows. Vary $v$ first:
$$\int_{-b}^{b}h(-s+E'\epsilon)\,\delta v'\,dy=0 .$$
Integrating by parts, with $\delta v=0$ at the edges, shows that the bracket is constant. The compressive force per length,
$$N=h(s-E'\epsilon),$$
is thus uniform across the strip, and so is $\epsilon$.

Next vary $w$, using $\delta\epsilon=w'\delta w'$:
$$\int_{-b}^{b}\left(-Nw'\delta w'+Dw''\delta w''\right)dy=0 .$$
One integration by parts in the first term and two in the second, with $\delta w=\delta w'=0$ at the edges, give
$$Dw''''+Nw''=0 .$$
Setting $\delta w=w$ in the integral also gives an identity for later use:
$$\int_{-b}^{b}Dw''^2\,dy=N\int_{-b}^{b}w'^2\,dy .$$
A bulged solution therefore needs $N>0$.

With $k^2=N/D$, the symmetric solutions are $w=A+C\cos ky$. The clamp condition $w'(b)=0$ requires $\sin kb=0$. The smallest nonzero root is $kb=\pi$, and then $w(b)=0$ gives $A=C$. Calling the central height $\xi=2A$,
$$w=\frac{\xi}{2}\left(1+\cos\frac{\pi y}{b}\right),\qquad N=\frac{\pi^2D}{b^2}=s_ch,\qquad s_c=\frac{\pi^2E'}{12}\frac{h^2}{b^2}.$$

The loose film thus carries the stress $s_c$ across the strip, whatever the value of $s>s_c$. Extra initial stress goes into a higher bulge.

**Q.** There are other roots, and antisymmetric shapes too. Why this one?

**A.** Compare their energies. Since $\epsilon$ is uniform and $v$ vanishes at both edges, integrating the strain gives
$$\frac12\int_{-b}^{b}w'^2\,dy=2b\epsilon .$$
By the identity above, the bending energy is
$$\frac12\int_{-b}^{b}Dw''^2\,dy=\frac N2\int_{-b}^{b}w'^2\,dy=2bN\epsilon .$$
For any solution, then,
$$U=2bh\epsilon\left(-s+\frac{E'\epsilon}{2}+\frac Nh\right).$$
But $N/h=s-E'\epsilon$, so the bracket equals $-E'\epsilon/2$, and
$$U=-bhE'\epsilon^2=-\frac{bh}{E'}\left(s-\frac Nh\right)^2 .$$
At given $s$, the solution with the smallest $N$ has the lowest energy. The next symmetric root is $kb=2\pi$. The antisymmetric shapes obey $\tan kb=kb$, whose first positive root is about $4.49$. Both exceed $\pi$, so the cosine above is the lowest among shapes that do not vary along $x$.

**Q.** You have the energy without the height. What is the height?

**A.** For the cosine,
$$\frac12\int_{-b}^{b}w'^2\,dy=\frac12\,\frac{\pi^2\xi^2}{4b^2}\,b=\frac{\pi^2\xi^2}{8b}.$$
This must equal $2b\epsilon=2b(s-s_c)/E'$, so
$$\xi^2=\frac{16b^2}{\pi^2E'}(s-s_c).$$
The definition of $s_c$ gives $b^2/E'=\pi^2h^2/(12s_c)$, and hence
$$\xi^2=\frac43h^2\left(\frac{s}{s_c}-1\right).$$
The height starts from zero at $s=s_c$ and grows as the square root of the excess stress.

**Q.** So the release per area is $-U/(2b)$, and we are done.

**A.** That is the mean over the whole strip,
$$-\frac{U}{2b}=\frac{h(s-s_c)^2}{2E'} .$$
You asked about the next bit of widening, which is a derivative. Let each edge advance by $db$. The new loose area per length is $2\,db$. The substrate is rigid, so no outside load does work, and the initial stress $s$ is held fixed. The release per new area is
$$G=-\frac12\frac{dU}{db},\qquad U=-\frac{bh}{E'}(s-s_c)^2 .$$
Here $s_c$ depends on the width. From $s_c\propto b^{-2}$ we have $ds_c/db=-2s_c/b$, so
$$\frac{d}{db}\left[b(s-s_c)^2\right]=(s-s_c)^2+2b(s-s_c)\frac{2s_c}{b}=(s-s_c)(s+3s_c).$$
Therefore
$$G=\frac{h}{2E'}(s-s_c)(s+3s_c)=\frac{(1-\nu^2)h}{2E}(s-s_c)(s+3s_c).$$

The mean and the local value are consistent. If only shapes uniform along $x$ are allowed, a loose strip narrower than the width $2b_0$ at which $s_c=s$ stays flat and releases nothing. From there on,
$$\int_{b_0}^{b}G\,2\,db'=-U(b).$$

**Q.** A derivative of a total energy does not convince me that this is what arrives at the edge. Can you get it from the forces there?

**A.** Yes. Follow a slice of width $da$ as it changes from bonded to loose. At the edge $w'=0$, and the shear force vanishes too, since $w'''\propto\sin(\pi y/b)$. The slice therefore feels a compressive force $N$ and a bending moment of size $M=D|w''(b)|$. It acquires the strain $\epsilon$ and the curvature $\kappa=M/D$.

The stored energy of the slice changes, per area, by
$$h\left(-s\epsilon+\frac{E'}{2}\epsilon^2\right)+\frac12M\kappa .$$
The rest of the buckle does work $M\kappa$ on it through the moment, and $-N\epsilon$ through the force, because the slice extends against compression. The release is work received minus energy stored:
$$G=-N\epsilon+M\kappa+hs\epsilon-\frac{hE'}{2}\epsilon^2-\frac12M\kappa .$$
Write $\Delta N=sh-N=hE'\epsilon$. The first and third terms combine to $\Delta N\,\epsilon$, the fourth takes away half of that, and
$$G=\frac{(\Delta N)^2}{2E'h}+\frac{M^2}{2D}.$$

Now insert the solution. First, $\Delta N=(s-s_c)h$, so the membrane term is $h(s-s_c)^2/(2E')$. Next,
$$M=D\,\frac{\xi}{2}\,\frac{\pi^2}{b^2}=\frac{s_ch\,\xi}{2},$$
and the bending term is
$$\frac{M^2}{2D}=\frac{12}{2E'h^3}\,\frac{s_c^2h^2}{4}\,\frac43h^2\left(\frac{s}{s_c}-1\right)=\frac{2h\,s_c(s-s_c)}{E'} .$$
The sum is
$$\frac{h}{2E'}(s-s_c)\left[(s-s_c)+4s_c\right],$$
which is the same result.

**Q.** Then which part matters more?

**A.** The ratio of bending to membrane is $4s_c/(s-s_c)$. Bending is the larger part for $s<5s_c$. Just above $s_c$ it dominates, and $G\approx2hs_c(s-s_c)/E'$ is linear in the excess stress, while the mean release is quadratic.

**Q.** Let me sharpen my first guess. If the newly freed film relaxed fully across the strip, it would release $G_0=hs^2/(2E')$ per area. Surely $G$ cannot exceed that.

**A.** It can. With $q=s_c/s$,
$$\frac{G}{G_0}=(1-q)(1+3q)=1+2q-3q^2 .$$
At fixed $s$ the derivative $2-6q$ vanishes at $q=1/3$, where $G=\tfrac43G_0$. There is no conflict with energy conservation. Widening also lowers $s_c$ in the whole loose strip, so film freed earlier relaxes further and gives up energy too. Nor is $G_0$ all that the film stores, because the strain along the strip cannot relax. The full energy of the two equal stresses is $hs^2(1-\nu)/E=2G_0/(1+\nu)$ per area. For $\nu<1/2$ this is more than $\tfrac43G_0$, so $G$ never reaches it. The mean release always stays below $G_0$ for $s>s_c$.

An independent calculation minimised the same plate energy with polynomial shapes, assuming neither the cosine nor a uniform force, and took differences of the energy with respect to width. At fixed $s$ it gave:

| $s/s_c$ | $G/G_0$ |
|---|---|
| 1.2 | 0.5833 |
| 2 | 1.2500 |
| 3 | 1.3333 |
| 4 | 1.3125 |
| 6 | 1.2500 |

The largest difference from the formula was $9\times10^{-6}$, relative to $G$.

**Q.** For a very wide strip you would then get $G\to G_0$.

**A.** In the formula, yes, since $s_c\to0$. But the formula assumes a straight buckle, and that assumption gives way first.

**Q.** How do you know?

**A.** Add to the straight solution a small disturbance that varies sinusoidally along $x$, with the side edges held in place, and compute the second-order change of the plate energy. If it is negative for some wavelength, the straight shape is unstable. I did this for $\nu=0.28$, in steps of 0.1 in $s/s_c$. The straight buckle was unstable at $s/s_c=1.02$, stable from 1.12 to 6.32, and unstable again at 6.42. The maximum of $G$ at $s/s_c=3$ lies inside the stable range. The wide-strip limit lies outside it. The upper end of the range depends on the Poisson ratio: it is near 5.6 for $\nu=0.2$ and near 7.0 for $\nu=0.35$.

**Q.** Unstable at 1.02? Then is $s_c$ really the buckling stress?

**A.** It is the buckling stress of the straight shape. Under equal stress in both directions, a flat loose strip can lower its energy by rippling along its length at $s/s_c\approx0.94$, slightly earlier. The compression along $x$ drives this. For a ripple $w=f(y)\cos px$ with clamped edges, integration by parts turns the bending integral $\int(f''-p^2f)^2dy$ into $\int(f''^2+2p^2f'^2+p^4f^2)\,dy$, so without that compression the variation along $x$ would only cost energy. The formula therefore describes a buckle that is straight, and straightness has to be checked separately.

**Q.** Give me a case with numbers.

**A.** Take a sputtered tungsten film, a metal used in chip wiring, on thick silica glass. Rough typical values are $E=410$ GPa, $\nu=0.28$ and $s=1.5$ GPa. I choose $h=200$ nm and $b=5500$ nm. The convenient unit is $1\ \text{GPa nm}=1\ \text{J/m}^2$.

The modulus is $E'=410/(1-0.28^2)=444.9$ GPa. Then
$$s_c=\frac{\pi^2}{12}\times444.9\times\left(\frac{200}{5500}\right)^2=0.484\ \text{GPa},\qquad \frac{s}{s_c}=3.10 .$$
This is inside the range where the straight shape with clamped edges is stable. The height is
$$\xi=200\sqrt{\tfrac43(3.10-1)}=335\ \text{nm}.$$
The release at the side edges is
$$G=\frac{200}{2\times444.9}\,(1.5-0.4838)(1.5+3\times0.4838)=0.674\ \text{J/m}^2,$$
or $0.0421\ \text{eV/Å}^2$. Of this, $0.232\ \text{J/m}^2$ comes from the membrane term and $0.442\ \text{J/m}^2$ from the bending term. The polynomial calculation at the same width also gives $0.674\ \text{J/m}^2$.

Full relaxation across the strip would give $G_0=0.506\ \text{J/m}^2$, so your sharpened guess would be a quarter too low relative to $G$. The full stored energy, $2G_0/(1+\nu)=0.790\ \text{J/m}^2$, would be too high. The mean release, $0.232\ \text{J/m}^2$, would be low by a factor of nearly three.

**Q.** Does the buckle then grow?

**A.** It widens only if $G$ reaches the toughness of the interface, the energy needed to separate unit area. The toughness depends on the mix of opening and shear at the edge, and I have not computed it. Whether the strip lengthens at its ends is a separate question, since both the energy released and the mix are different there.

The formula does say how the driving energy changes with width. At this stress $G$ is largest at $b=5410$ nm, so the example sits just past the maximum. Suppose the toughness were constant, $s$ fixed and the buckle straight. A strip narrower than this that met the growth condition would widen with rising $G$. Beyond the maximum $G$ falls, and widening stops if $G$ drops to the toughness. Since $G$ tends to $G_0$ and not to zero, a toughness below $G_0$ would not stop it within this formula.

**Q.** Silica is much softer than tungsten. Your rigid substrate worries me.

**A.** Rightly, because in this example the substrate gives way noticeably. I estimated the effect by treating the bonded film as a beam on an elastic half-space with rough silica values, a modulus of 72 GPa and a Poisson ratio of 0.17. Both edges of the buckle were included. The edges can then move inward and rotate. The height rises from 335 to about 414 nm. Putting the new edge force and moment into the edge formula above gives about $0.85\ \text{J/m}^2$ in place of 0.67, an increase of 26 % relative to the rigid value.

This is an estimate, and somewhat low. The edge formula was derived for clamped edges. On a soft substrate the edges yield more as the strip widens, and this adds to the release: the derivative of the total energy with width, substrate included, is about $0.89\ \text{J/m}^2$, some 31 % above the rigid value. The estimate also leaves out the coupling by which a normal force on the silica surface moves it sideways, which matters much less here. It applies to thick glass. A thin oxide layer on silicon is a different case, which I have not computed. For this example the clamped formula should thus be trusted for the rough size of $G$ only, with an error of some tens of percent.

**Q.** What about heating? Wiring does not stay at room temperature.

**A.** A thin film follows the expansion of a thick substrate. With rough expansion coefficients of $4.5\times10^{-6}$ per K for the film and $0.5\times10^{-6}$ per K for silica, heating by 100 K adds the compression
$$\frac{E}{1-\nu}\times4.0\times10^{-6}\times100=\frac{410}{0.72}\times4.0\times10^{-4}=0.228\ \text{GPa}.$$
At fixed width and fixed elastic constants, $s_c$ does not change, $s$ becomes 1.728 GPa and $G$ becomes $0.889\ \text{J/m}^2$. That is 32 % above the unheated value, both on a rigid substrate. For this amount of heating the effect is comparable to that of the soft substrate.

**Q.** And does the film survive the bending?

**A.** At the edge the bending stress at the film surface is $6M/h^2$. With $M=16193\ \text{GPa nm}^2$ this is $6\times16193/200^2=2.43$ GPa. On the upper face it adds to the compression $s_c$, for a total of 2.91 GPa. A rough yield stress for such a film is 4 GPa, so yielding is not expected here, though the margin is not wide. The opposite face is in tension, $2.43-0.48=1.95$ GPa, and the same tension acts on the upper face at the crest. Tungsten is brittle, so cracking may come before yielding, and this model does not decide that. The margin shrinks on the yielding substrate, where the bending stress rises to about 2.9 GPa, giving about 3.3 GPa in compression and 2.4 GPa in tension. It also shrinks on heating by 100 K, where the peak compression on a rigid substrate becomes about 3.2 GPa. A film that flowed at the edge would break the assumption behind the bending term, which is the larger part of $G$ here.

**Q.** Are the remaining approximations of the same size?

**A.** The two I checked, small slopes and isotropy, matter less. The largest slope is $\pi\xi/(2b)=0.096$. The neglected terms are of relative order slope squared, about 0.9 %. For isotropy, rough cubic constants of 523, 204 and 160 GPa give $2C_{44}/(C_{11}-C_{12})=1.003$, where an isotropic material has 1. The numerical output below lists these values.

**Q.** Then I accept the formula, with a straight buckle, an elastic film and a substrate stiff enough to clamp it. My guess failed because I let the new film relax completely and forgot the old.

**A.** Yes. As the strip widens, the old film gives up energy too. It reaches the edge as the work $M\kappa$ of the moment, less the work $N\epsilon$ that the new film does against the compression. That is why the local release can exceed $G_0$, the most that the new film could give by relaxing across the strip on its own.

## Table of computed values

```
film modulus E (rough)           410 GPa
film Poisson ratio (rough)       0.28
film thickness h                 200 nm
buckle half-width b              5500 nm
film stress s (compressive)      1.50 GPa
plane-strain modulus Ep          444.9 GPa
buckling stress sc               0.4838 GPa
ratio s/sc                       3.100
buckle height                    334.7 nm
edge moment per length           16193 GPa nm^2
G, membrane part                 0.2321 J/m^2
G, bending part                  0.4421 J/m^2
G at side edges, formula         0.6742 J/m^2
G at side edges, formula         0.04208 eV/A^2
G from Ritz energy differences   0.6742 J/m^2
mean release over whole strip    0.2321 J/m^2
stored plane-strain energy       0.5058 J/m^2
half-width of largest G          5410 nm
Ritz G/stored at s/sc=1.2         0.5833
Ritz G/stored at s/sc=2.0         1.2500
Ritz G/stored at s/sc=3.0         1.3333
Ritz G/stored at s/sc=4.0         1.3125
Ritz G/stored at s/sc=6.0         1.2500
largest relative error of G      9.0e-06
flat strip ripples at s/sc       0.940
example stable against ripples   yes
nearest unstable s/sc below      1.02
nearest unstable s/sc above      6.42
silica modulus (rough)           72 GPa
silica Poisson ratio (rough)     0.17
G with yielding substrate        0.8520 J/m^2
change of G by substrate         26.4 %
height with yielding substrate   414.2 nm
edge bending stress              2.43 GPa
peak compressive stress          2.91 GPa
film yield stress (rough)        4.0 GPa
film expansion (rough)           4.5 1e-6/K
silica expansion (rough)         0.5 1e-6/K
heating                          100 K
film stress after heating        1.728 GPa
G after heating                  0.8890 J/m^2
largest slope                    0.0956
largest slope squared            0.91 %
C11, C12, C44 (rough)            523, 204, 160 GPa
anisotropy ratio 2C44/(C11-C12)  1.003
```
